\section*{Maki's equations for Zeeman-split superconductors by certified continuation in complex energy}

\section{The situation and the difficulty}

A thin aluminium film can stay superconducting in a parallel magnetic field of a few tesla, while the field shifts the energies of its two spin species in opposite directions. A tunnel junction then sees two displaced densities of states, which serve to measure the spin polarization of a counter-electrode. Spin-orbit scattering mixes the species, so the spectra must be computed before a polarization can be read off.

Let $\Delta$ be the real gap parameter, $h=\mu_BB$ the Zeeman energy ($g$-factor 2), $\alpha$ the orbital depairing energy and $\beta=\hbar/(3\tau_{so})$ the spin-orbit energy. With $\zeta=\alpha/\Delta$, $b=\beta/\Delta$ and $\sigma=\pm1$, Maki's equations are
\begin{equation}
u_\sigma=\frac{E-\sigma h}{\Delta}+\frac{\zeta u_\sigma}{\sqrt{1-u_\sigma^2}}+\frac{b\,(u_{-\sigma}-u_\sigma)}{\sqrt{1-u_{-\sigma}^2}} .
\label{maki}
\end{equation}
The density of states per spin, relative to the normal metal, is $N_\sigma=\mathrm{Re}\,[u_\sigma/\sqrt{u_\sigma^2-1}]$. Channel $\sigma=-1$ has its magnetic moment along the field.

These equations have many complex solutions. Following one along the real energy axis is unsafe, because gap edges are branch points there. For $\mathrm{Im}\,E=\eta>0$, however, one and only one solution has positive density of states in both channels. It can be followed above the real axis, and its signs certify each step.

\section{Where the equations come from}

In the basis $(\psi_\uparrow,\psi_\downarrow,\psi_\downarrow^\dagger,-\psi_\uparrow^\dagger)$, with $\tau_i$ acting on particle and hole and $\sigma_i$ on spin, the inverse Green function is $E-h\sigma_3-\Delta\tau_1-\xi\tau_3-\Sigma$. For one spin it has the form $\tilde\omega-\tilde\Delta\tau_1-\xi\tau_3$, whose inverse is $(\tilde\omega+\xi\tau_3+\tilde\Delta\tau_1)/(\Omega^2-\xi^2)$ with $\Omega^2=\tilde\omega^2-\tilde\Delta^2$. Since $\int d\xi/(\Omega^2-\xi^2)=-i\pi/\Omega$ for $\mathrm{Im}\,\Omega>0$,
\begin{equation}
G=\frac1\pi\int d\xi\,(\dots)^{-1}=-i(g+f\tau_1),\quad g=\frac{\tilde\omega}{\Omega},\quad f=\frac{\tilde\Delta}{\Omega},\quad g^2-f^2=1 .
\end{equation}

\textbf{Scattering.} In the self-consistent Born approximation an ordinary impurity gives $\Sigma=\Gamma\tau_3G\tau_3=-i\Gamma(g-f\tau_1)$, with $\Gamma=\hbar/2\tau$. Subtracting it adds $i\Gamma g$ to $\tilde\omega$ and $i\Gamma f$ to $\tilde\Delta$. Isotropic spin-orbit scattering of total rate $1/\tau_{so}$ has the vertices $\tau_3\sigma_a$, each with weight $\hbar/(6\tau_{so})$. The vertex $\sigma_3$ keeps the spin and acts like an ordinary impurity. The vertices $\sigma_1,\sigma_2$ insert the opposite spin with total weight $2\hbar/(6\tau_{so})=\beta$.

With $u=\tilde\omega/\tilde\Delta=g/f$, spin-conserving scattering adds $i\Gamma g_\sigma$ to one side of $\tilde\omega_\sigma=u_\sigma\tilde\Delta_\sigma$ and the equal amount $u_\sigma i\Gamma f_\sigma$ to the other. It cancels.

\textbf{Orbital depairing.} A vector potential $A$ shifts the energy of an electron moving at angle $\theta$ by $s\mu$, with $\mu=\cos\theta$ and $s=v_FeA$. Write $g_\mu=\cosh\chi_\mu$ and $f_\mu=\sinh\chi_\mu$. Then $\tilde\omega f=\tilde\Delta g$ reads
\begin{equation}
(E-s\mu+i\Gamma\langle g\rangle)\sinh\chi_\mu-(\Delta+i\Gamma\langle f\rangle)\cosh\chi_\mu=0 .
\end{equation}
For $\Gamma\gg s,|E|,\Delta$ put $\chi_\mu=\chi+\delta_\mu$. To first order $i\Gamma\delta_\mu=s\mu\sinh\chi$, because $\cosh^2\chi-\sinh^2\chi=1$. In the average over directions the $\Gamma$ terms cancel, and the Doppler term leaves
\begin{equation}
-s\langle\mu\,\delta_\mu\rangle\cosh\chi=i\alpha\sinh\chi\cosh\chi,\qquad \alpha=\frac{s^2}{3\Gamma}=\frac{2De^2A^2}{\hbar},
\end{equation}
using $\langle\mu^2\rangle=1/3$ and $D=v_F^2\tau/3$. In a film of thickness $d$, thin enough for $\chi$ to be uniform across it, $A=Bz$ and $\langle A^2\rangle=B^2d^2/12$. Hence $\alpha=De^2B^2d^2/(6\hbar)$.

The term $i\alpha fg$ arises if $i\alpha g/2$ is added to $\tilde\omega$ and $-i\alpha f/2$ to $\tilde\Delta$. Without the cancelling parts,
\begin{equation}
\tilde\omega_\sigma=E-\sigma h+\tfrac{i\alpha}{2}g_\sigma+i\beta g_{-\sigma},\qquad
\tilde\Delta_\sigma=\Delta-\tfrac{i\alpha}{2}f_\sigma+i\beta f_{-\sigma}.
\label{born}
\end{equation}
Inserting these in $\tilde\omega_\sigma=u_\sigma\tilde\Delta_\sigma$, with $g=uf$, and dividing by $\Delta$ gives (\ref{maki}), where $1/\sqrt{1-u^2}$ stands for $if$. Indeed $(if)^2=-1/(u^2-1)$. The sign of the root is thus fixed by $f$, not by a cut in the $u$ plane.

\section{A form without square roots}

With $g_\sigma=\cosh\chi_\sigma$ and $f_\sigma=\sinh\chi_\sigma$, the condition $\tilde\omega_\sigma f_\sigma-\tilde\Delta_\sigma g_\sigma=0$ becomes
\begin{align}
R_\sigma={}&(E-\sigma h)\sinh\chi_\sigma-\Delta\cosh\chi_\sigma\nonumber\\
&+\tfrac{i\alpha}{2}\sinh2\chi_\sigma+i\beta\sinh(\chi_\sigma-\chi_{-\sigma})=0 .
\label{chi}
\end{align}
Newton's method needs the symmetric $2\times2$ Jacobian
\begin{align}
J_{\sigma\sigma}={}&(E-\sigma h)\cosh\chi_\sigma-\Delta\sinh\chi_\sigma\nonumber\\
&+i\alpha\cosh2\chi_\sigma+i\beta\cosh(\chi_\sigma-\chi_{-\sigma}),\\
J_{\sigma,-\sigma}={}&-i\beta\cosh(\chi_\sigma-\chi_{-\sigma}).\nonumber
\end{align}
Differentiating $R_\sigma=0$ along the solution gives the predictor, $J\,d\chi/dE=-(\sinh\chi_+,\sinh\chi_-)^T$.

In $x_\sigma=e^{\chi_\sigma}$ the equations are polynomial. Eliminating one variable with a resultant, in 50-digit arithmetic and for the example below, gives 16 solution pairs at each of $E=0.05$, 0.20, 0.35 and 0.55 meV with $\eta=1\ \mu$eV. One pair in each set has both real parts positive.

\section{Why one solution is physical}

The retarded function at height $\eta$ is an average of the density of states on the real axis,
\begin{equation}
\mathrm{Re}\,g_\sigma(E+i\eta)=\int dE'\,N_\sigma(E')\,\frac{\eta/\pi}{(E-E')^2+\eta^2}>0 .
\label{poisson}
\end{equation}
Since $\mathrm{Re}\,g=\frac12\mathrm{Re}\,x\,(1+|x|^{-2})$, this is the condition $\mathrm{Re}\,x_\sigma>0$, or $\cos(\mathrm{Im}\,\chi_\sigma)>0$.

\textbf{Fixed-point form.} From $\tanh\chi=\tilde\Delta/\tilde\omega$ follows $x^2=(\tilde\omega+\tilde\Delta)/(\tilde\omega-\tilde\Delta)$. With $g\pm f=x^{\pm1}$ and a factor $-i$ above and below, $x_\sigma^2=P_\sigma/Q_\sigma$, where
\begin{align}
P_\sigma&=\eta-i(\mathrm{Re}E-\sigma h+\Delta)+\frac{\alpha}{2x_\sigma}+\beta x_{-\sigma},\nonumber\\
Q_\sigma&=\eta-i(\mathrm{Re}E-\sigma h-\Delta)+\frac{\alpha x_\sigma}{2}+\frac{\beta}{x_{-\sigma}} .
\label{PQ}
\end{align}
If both $x_\sigma$ lie in the right half plane, then $\mathrm{Re}P,\mathrm{Re}Q\ge\eta$. The phases $p,q$ of $P,Q$ lie within $\pm\pi/2$, and the principal root $x'_\sigma=\sqrt{P_\sigma/Q_\sigma}$ has phase $(p-q)/2$, so it is again in the right half plane.

\textbf{Contraction.} Measure displacements by $|dx|/\mathrm{Re}\,x$, which is unchanged by $x\to1/x$. From $dx'/x'=\frac12(dP/P-dQ/Q)$,
\begin{equation}
\frac{|dx'|}{\mathrm{Re}\,x'}\le\frac{\cos p\,\frac{|dP|}{\mathrm{Re}P}+\cos q\,\frac{|dQ|}{\mathrm{Re}Q}}{2\cos\frac{p-q}{2}}
\le\max\left(\frac{|dP|}{\mathrm{Re}P},\frac{|dQ|}{\mathrm{Re}Q}\right),
\label{schwarz}
\end{equation}
because $\cos p+\cos q=2\cos\frac{p+q}2\cos\frac{p-q}2\le2\cos\frac{p-q}2$. Let $m$ be the larger of the two displacements $|dx_\sigma|/\mathrm{Re}\,x_\sigma$. At fixed $E$, (\ref{PQ}) gives
\begin{equation}
|dP_\sigma|\le m\left[\tfrac{\alpha}{2}\mathrm{Re}\tfrac1{x_\sigma}+\beta\,\mathrm{Re}\,x_{-\sigma}\right]=m\,(\mathrm{Re}P_\sigma-\eta),
\end{equation}
and likewise for $Q_\sigma$. The map therefore shrinks every displacement by at least the factor $1-\eta/\mathcal R$, with $\mathcal R$ the largest of the real parts of $P_\sigma,Q_\sigma$.

\textbf{Uniqueness.} Suppose there were two physical solutions. Join them by the shortest curve in each half plane, both run at constant speed. The length $\int m$ is then the larger of the two distances, and no path between the solutions is shorter. The map sends this path to a strictly shorter one with the same ends, which is a contradiction.

\textbf{No branch points.} A displacement left unchanged by the linearized map would have $m<m$. Since $R_\sigma=(iQ_\sigma/2x_\sigma)(x_\sigma^2-P_\sigma/Q_\sigma)$ with a nonzero prefactor, $J$ is regular at the physical solution, which is therefore analytic in $E$.

\textbf{Speed limit and existence.} If $E$ moves too, $|dP_\sigma|\le m(\mathrm{Re}P_\sigma-\eta)+|dE|$. Inserting this in (\ref{schwarz}) for the channel with the larger displacement gives $m\,\eta/\mathcal R'\le|dE|/\mathcal R'$, where $\mathcal R'$ is the real part of whichever of $P,Q$ attains the maximum. Hence
\begin{equation}
\frac{|d\chi_\sigma|}{\cos(\mathrm{Im}\,\chi_\sigma)}=\frac{|dx_\sigma|}{\mathrm{Re}\,x_\sigma}\le\frac{|dE|}{\eta}.
\label{speed}
\end{equation}
For large $\eta$, $P/Q$ is close to 1 on a fixed ball around $x_\pm=1$. The map sends the ball into itself and contracts it, so a solution exists. By (\ref{speed}) it moves a finite distance on any finite path with $\eta$ bounded below, and cannot reach the edge of the half planes. It therefore exists for all $\eta>0$. The proof uses $\alpha,\beta\ge0$ and real $\Delta$ and $h$.

The limit (\ref{speed}) is nearly attained in the gap. There $\mathrm{Re}\,x=0$ on the real axis, so $\mathrm{Im}\,\chi=\pm\pi/2$ and $d\chi/dE$ is real. At small height $\cos(\mathrm{Im}\,\chi)\simeq\eta|d\chi/dE|$, which turns (\ref{speed}) into an equality to leading order in $\eta$.

\section{The scheme}

\begin{verbatim}
descend(E):                      # E has Im E = eta > 0
  Y = max(20*(Delta+h), eta)
  chi = Newton at Re E + iY from (0,0); require physical
  while Y > eta:
    Ynew = max(Y/2, eta)
    chi = follow(Re E + iY, chi, Re E + i Ynew)
    Y = Ynew
  return chi

follow(E0, chi, E1):             # straight path
  t = 0; s = 1
  while t < 1:
    s = min(s, 1-t)
    Ea = E0 + t*(E1-E0); Eb = E0 + (t+s)*(E1-E0)
    guess = chi + (dchi/dE at Ea)*(Eb-Ea)
    new = Newton at Eb from guess, at most 12 steps
    if converged and cos(Im new) > 0 in both channels:
      chi = new; t = t+s; s = 2*s
    else: s = s/2; stop with an error if s is tiny
  return chi
\end{verbatim}

For a spectrum, descend once and then call \texttt{follow} from each energy to the next at fixed $\eta$.

\textbf{Cost.} A Newton step evaluates a few hyperbolic functions and solves a $2\times2$ system, so the work grows linearly with the number of attempted steps, rejected ones included. By (\ref{speed}) a vertical descent from $Y$ to $\eta$ has length at most $\ln(Y/\eta)$, while a horizontal run of width $W$ has the bound $W/\eta$. For the example, with $Y=10.5$ meV, $W=0.8$ meV and $\eta=1\ \mu$eV, these are about 9 and 800. These numbers bound path lengths, not Newton steps, and a horizontal run can take far fewer steps than its bound suggests. For an isolated energy the descent has the better guarantee, and it needs no solution at a neighbouring energy.

\textbf{Stability.} An accepted root is the physical one whatever the step length, because no other root passes the sign test. Step control affects the effort, not the choice of branch. If Newton's method stalls, iterate $x_\sigma\to\sqrt{P_\sigma/Q_\sigma}$. Any start in the right half planes lies in a closed ball around the solution, on which $\mathcal R$ is bounded, so the iteration converges geometrically. When $\eta\ll\mathcal R$ the bound guarantees only slow convergence, though the actual rate can be much faster.

\textbf{Failure modes.} At $\eta=0$ the certificate is lost, since $\cos(\mathrm{Im}\,\chi)=0$ throughout the gap. Rounding errors in $\mathrm{Im}\,\chi$ must stay well below $\eta|d\chi/dE|$. At a gap edge $\det J\to0$ as $\eta\to0$. Eliminating the regular direction leaves $a\,\delta E+c\,(\delta\chi)^2=0$ for generic $a$ and $c$, so $\delta\chi\propto\sqrt{\delta E}$. Two branches meet there, and the tangent predictor fails.

\section{Two limits}

\textbf{No spin-orbit scattering.} For $\beta=0$ the channels separate. In the gap $u$ is real and $(E-\sigma h)/\Delta=u-\zeta u/\sqrt{1-u^2}$. The edge is the maximum of the right side, where $1=\zeta(1-u^2)^{-3/2}$, or $1-u^2=\zeta^{2/3}$. For $\zeta<1$ the lower edge, that of $\sigma=-1$, is
\begin{equation}
E_{\rm edge}=\Delta(1-\zeta^{2/3})^{3/2}-h,
\label{ag}
\end{equation}
as long as this is positive.

\textbf{Strong spin-orbit scattering.} Put $\chi_\pm=\chi\pm\delta$. Half the difference of the two equations (\ref{chi}) gives, to first order for $\beta$ far above the other energies, $2i\beta\delta=h\sinh\chi$. In half their sum the Zeeman term becomes $-h\delta\cosh\chi=i\frac{h^2}{2\beta}\sinh\chi\cosh\chi$. This has the form of orbital depairing, with
\begin{equation}
\alpha_{\rm eff}=\alpha+\frac{h^2}{2\beta}.
\end{equation}
Rapid spin flips average the splitting away and leave depairing that weakens as $\beta$ grows.

\section{Worked example: a thin aluminium film}

Take rough typical values: $\Delta=0.35$ meV in the field, $d=4$ nm, $D=5$ cm$^2$/s, $\tau_{so}=12$ ps, $B=3$ T in the plane and $T=0.3$ K. Then
\begin{align}
h&=0.057884\times3=0.1737\ {\rm meV},\nonumber\\
\alpha&=\frac{5\times10^{-4}\,(1.923\times10^{-27})^2}{6\times1.0546\times10^{-34}}\ {\rm J}=0.0182\ {\rm meV},\\
\beta&=\frac{0.6582\ {\rm meV\,ps}}{3\times12\ {\rm ps}}=0.0183\ {\rm meV},\nonumber
\end{align}
so $\zeta=0.05209$ and $b=0.05224$. The film is far from the strong-scattering limit, since $\beta$ is about a tenth of $h$.

\textbf{One energy in full.} At $E=0.30$ meV and $\eta=1\ \mu$eV the scheme gives $u_+=0.38986+0.06254i$ and $u_-=1.30802+0.07976i$. From $g=u/\sqrt{u^2-1}$ and $f=1/\sqrt{u^2-1}$, with $\mathrm{Re}\,g>0$, one finds $g_+=0.0797-0.4199i$, $g_-=1.5235-0.1268i$ and $f_-=1.1545-0.1674i$. The right side of (\ref{maki}) for $\sigma=+1$ is the sum of
\begin{align}
(E-h)/\Delta&=0.3610+0.0029i,\nonumber\\
i\zeta g_+&=0.0219+0.0042i,\\
ib f_-(u_--u_+)&=0.0070+0.0555i,\nonumber
\end{align}
which is $0.3899+0.0626i$, equal to $u_+$ within the rounding of the terms. The densities of states are $N_-=1.52$ and $N_+=0.08$.

\textbf{Spectrum.} Continuation at $\eta=1\ \mu$eV gives:
\begin{center}
\begin{tabular}{ccc}
$E$ (meV) & $N_-$ & $N_+$\\
0.00 & 0.005 & 0.005\\
0.10 & 0.018 & 0.004\\
0.15 & 1.497 & 0.075\\
0.20 & 1.938 & 0.094\\
0.30 & 1.523 & 0.080\\
0.40 & 1.289 & 0.127\\
0.50 & 1.188 & 1.629\\
0.60 & 1.124 & 1.606
\end{tabular}
\end{center}
The small values in the first two rows are not states in the gap. They are the tails of the average (\ref{poisson}).

On a grid of 0.5 $\mu$eV the peaks lie at 0.201 meV ($N_-$) and 0.5375 meV ($N_+$). Their separation, 0.3365 meV, is 3\% below $2h=0.3473$ meV, so in this model equating the two would underestimate the Zeeman splitting. At the lower peak the opposite spin has $N_+=0.094$. Setting $\beta=0$ at the same energy, with $\Delta$, $h$ and $\alpha$ fixed, leaves 0.003. Spin-orbit scattering thus supplies nearly all the opposite-spin weight there.

The gap edge follows from bisection at $\eta=10^{-8}$ meV, looking for $N_-=10^{-3}$. It lies at 0.1230 meV, and both densities of states rise there. With $\beta=0$ and the rest fixed, the same procedure gives 0.1057 meV, as does (\ref{ag}). Here spin-orbit scattering raises the lower edge by 17 $\mu$eV. The ratio of $N_-$ at $4\times10^{-5}$ and $10^{-5}$ meV above the edge is 1.999, against 2 for a square root.

\textbf{Unguarded solvers.} Newton's method for (\ref{chi}) was also run without the sign test at $\eta=1\ \mu$eV. Started from the normal state, $\chi_\pm=0$, at 161 equally spaced energies from 0 to 0.8 meV, it converged to a wrong branch at 32. Started from the solution without scattering, it did so at 3. Starting at each energy from the previous result, downward from 0.8 meV in steps of 20 $\mu$eV, it made no error at 41 energies. Simple continuation can therefore succeed here. The sign test shows whether it has.

\section{Consistency of the gap, and the real film}

The scheme also works at $E=i\omega_n$, with $\omega_n=(2n+1)\pi k_BT$. Let $F_n$ be the mean of $\mathrm{Re}(if_\sigma)$ over the two spins. The gap equation is $\Delta=\lambda\,2\pi k_BT\sum F_n$ with a cutoff. At the zero-field transition temperature $T_{c0}$, $F_n/\Delta\to1/\omega_n$. Eliminating the coupling $\lambda$ gives
\begin{equation}
\ln\frac{T_{c0}}{T}=2\pi k_BT\sum_{n\ge0}\left(\frac1{\omega_n}-\frac{F_n}{\Delta}\right).
\end{equation}
Summing 600 terms and a $1/\omega^2$ tail yields $T_{c0}=2.43$ K. The weak-coupling relation $\Delta_{00}=\pi e^{-\gamma}k_BT_{c0}$, with $\gamma$ Euler's constant, then gives a zero-field gap of 0.369 meV. The chosen 0.35 meV is thus a 5\% reduction by field and temperature. In a field sweep $\Delta$ must be recomputed at each field.

A transition temperature near 2.4 K is reasonable for aluminium a few nanometres thick, and well above the bulk value of roughly 1.2 K. The field is below the paramagnetic limit without scattering, $\Delta_{00}/(\sqrt2\mu_B)=4.5$ T. That figure ignores orbital depairing, which grows as $B^2$, and spin-orbit scattering. With both included, the free energy obtained by integrating the gap equation over $\Delta$ favours the superconducting state at 3 T, but only up to about 4 T. The length $\sqrt{\hbar D/\Delta}=31$ nm is well above the thickness. For a rough Fermi velocity of $2\times10^6$ m/s, $\hbar/\tau=\hbar v_F^2/3D$ is about 1.8 eV, far above $\Delta$, as the dirty limit requires.

Perfect alignment is an assumption that real devices break. A perpendicular component $B_\perp$ adds depairing of order $DeB_\perp$. For a tilt of $0.1^\circ$ this scale is about 3 $\mu$eV, not negligible beside $\alpha=18\ \mu$eV. It is only an order of magnitude, because any vortices that enter the film make the depairing uneven across it. With a normal counter-electrode, thermal smearing has a width of about $3.5k_BT=0.09$ meV. The two peaks remain separate, but the sharp edge and the peak heights above would not be seen directly. Electron interactions, left out here, also renormalize $h$ once the superconductor has a spin response, so values of $\tau_{so}$ and $h$ fitted with this model inherit that omission.
